\section*{Why the Collision Time Shift Diverges for Coulomb but Not Screened Interactions}

\section{The result and what it measures}

The time shift compares a real collision with a free flight. Far from the target, a particle slowed by a repulsive potential $V$ loses a distance $V/(2E)$ per unit length of path, where $E$ is the relative energy. The accumulated loss is finite if and only if $\int^\infty V\,dr$ is finite. For $V\propto 1/r$ the integral grows as $\ln r$; with exponential screening it converges. Exponential decay is sufficient but not necessary: any tail $r^{-n}$ with $n>1$ also converges.

The motion is classical, elastic and nonrelativistic. The potential is repulsive, never increases with $r$, and tends to zero. Let $v$ be the relative speed at infinity, $\mu$ the reduced mass, $E=\mu v^2/2$, and $p>0$ the impact parameter. Angular momentum $\mu vp$ contributes $Ep^2/r^2$ to the energy, so
\begin{equation}
E=\tfrac12\mu\dot r^2+\frac{Ep^2}{r^2}+V(r)
\quad\Rightarrow\quad |\dot r|=v\,g(r),
\end{equation}
with
\begin{equation}
g^2=g_0^2-u,\qquad g_0^2=1-\frac{p^2}{r^2},\qquad u=\frac{V}{E}.
\end{equation}
The closest approach $R$ is the zero of $g$. Travel from separation $L$ to $R$ takes $v^{-1}\int_R^L dr/g$. An undeflected particle with the same $p$ needs $v^{-1}\sqrt{L^2-p^2}$ to reach its own closest point. The difference, expressed as a length, is
\begin{equation}
\tau(L)=\sqrt{L^2-p^2}-\int_R^L\frac{dr}{g}.
\label{def}
\end{equation}
The time shift, also called the time integral, is the limit $\tau=\lim_{L\to\infty}\tau(L)$; it serves in binary-collision codes to place the outgoing paths. Since the outgoing half mirrors the incoming half, the whole collision gains a time $2\tau/v$; a negative value is a delay. If the potential is set to zero beyond $L$ at fixed $E$, the two flights agree there, so $\tau(L)$ is the time integral of that cut potential.

\section{Two contributions: early turning and slowing}

Because $d\sqrt{r^2-p^2}/dr=1/g_0$,
\begin{equation}
\sqrt{L^2-p^2}=\sqrt{R^2-p^2}+\int_R^L\frac{dr}{g_0}.
\end{equation}
Insert this in \eqref{def} and use
\begin{equation}
\frac1g-\frac1{g_0}=\frac{g_0^2-g^2}{g g_0(g_0+g)}=\frac{u}{g g_0(g+g_0)}.
\end{equation}
Then
\begin{equation}
\tau(L)=\underbrace{\sqrt{R^2-p^2}}_{\text{early turning}}
-\underbrace{\int_R^L\frac{u\,dr}{g g_0(g+g_0)}}_{\text{slowing}} .
\label{split}
\end{equation}
The first term is an advance: the particle turns at $R>p$ and skips the inner part of the free path. It is finite. The second is a delay, and only it can diverge. Far out $g,g_0\to1$ and its integrand tends to $u/2$.

To turn this estimate into a criterion, apply the mean value theorem to $(g_0^2-\xi)^{-1/2}$ between $\xi=0$ and $\xi=u$:
\begin{equation}
\frac1g-\frac1{g_0}=\frac u2\,(g_0^2-\xi)^{-3/2},\qquad g^2\le g_0^2-\xi\le1 .
\end{equation}
Since $V$ never increases, $g(r)\ge g(L)$ for $r\ge L$. Hence, for $R<L<M$,
\begin{equation}
\frac12\int_L^M u\,dr\;\le\;\tau(L)-\tau(M)\;\le\;\frac{1}{2g(L)^3}\int_L^M u\,dr .
\label{bound}
\end{equation}
Let $M\to\infty$. The lower bound forces divergence when $\int^\infty V\,dr$ diverges; the upper bound forces convergence when it is finite.

\section{The bare Coulomb tail}

Write $u=b/r$, where $b$ is the head-on distance of closest approach, and let $D=\sqrt{b^2+4p^2}$. The travel time from $L$ to $R$, multiplied by $v$, is
\begin{equation}
\int_R^L\frac{dr}{g}=\int_R^L\frac{r\,dr}{\sqrt{r^2-br-p^2}} .
\end{equation}
Split the numerator as $r=\frac12(2r-b)+\frac b2$. The first part integrates to the square root, the second to a logarithm. At $r=R$ the root vanishes and $2R-b=D$. With $S=\sqrt{L^2-bL-p^2}$,
\begin{equation}
\tau(L)=\sqrt{L^2-p^2}-S-\frac b2\ln\frac{2S+2L-b}{D}.
\end{equation}
For large $L$, $\sqrt{L^2-p^2}=L+O(1/L)$ and $S=L-b/2+O(1/L)$. Their difference tends to $b/2$, and the numerator of the logarithm tends to $4L$:
\begin{equation}
\tau(L)\simeq\frac b2-\frac b2\ln\frac{4L}{D}.
\label{coul}
\end{equation}
Each decade of $L$ therefore costs $(b/2)\ln10$.

The scattering angle does not share this fate. From $\dot\psi=vp/r^2$, the orbit turns through $p\,dr/(r^2g)$ in each $dr$, so
\begin{equation}
\theta=\pi-2p\int_R^\infty\frac{dr}{r^2g}.
\label{angle}
\end{equation}
Substitute $w=1/r$ and complete the square:
\begin{equation}
1-bw-p^2w^2=\frac{D^2}{4p^2}-\Bigl(pw+\frac{b}{2p}\Bigr)^2 .
\end{equation}
The integral, including its factor $p$, is $\pi/2-\arcsin(b/D)$. Thus $\sin(\theta/2)=b/D$, or $\tan(\theta/2)=b/(2p)$. Cutting the potential at $L$ replaces $g$ by $g_0$ beyond it and changes the angle by
\begin{equation}
\theta_L-\theta\simeq2p\int_L^\infty\frac{b}{2r^3}\,dr=\frac{pb}{2L^2}.
\end{equation}
The factor $1/r^2$ that suppresses distant contributions to the angle is absent from the time.

\section{The screened tail}

Take
\begin{equation}
u=\frac br\sum_i c_i e^{-d_i r/a},\qquad \sum_i c_i=1,
\end{equation}
with screening length $a$ and positive $c_i,d_i$. With $E_1(x)=\int_x^\infty e^{-t}dt/t$, the lower bound in \eqref{bound} for the delay beyond $L$ is
\begin{equation}
\frac12\int_L^\infty u\,dr=\frac b2\sum_i c_iE_1(d_iL/a).
\label{tail}
\end{equation}
It is finite, and becomes a close estimate once $g(L)\approx1$.

Screening caps the logarithm instead of removing it. This is visible when $b,p\ll a$. Choose $M$ with $b,p\ll M\ll a$. Inside $M$ the potential is nearly Coulomb and \eqref{coul} holds with $L=M$. Outside, \eqref{tail} holds with small arguments. Integration by parts gives
\begin{equation}
E_1(x)=-e^{-x}\ln x+\int_x^\infty e^{-t}\ln t\,dt\simeq-\ln x-\gamma,
\end{equation}
where $\gamma=-\int_0^\infty e^{-t}\ln t\,dt$ is Euler's constant. The outer delay is then
\begin{equation}
\frac b2\Bigl[\ln\frac aM-\gamma-\sum_ic_i\ln d_i\Bigr]=\frac b2\ln\frac{L_{\rm eff}}{M},
\end{equation}
with $L_{\rm eff}=a\exp(-\gamma-\sum_i c_i\ln d_i)$. Subtracting it from the inner result cancels $M$:
\begin{equation}
\tau\simeq\frac b2-\frac b2\ln\frac{4L_{\rm eff}}{D}.
\label{cap}
\end{equation}
The divergence returns as $a\to\infty$. For the ZBL screening function specified below, $L_{\rm eff}=0.632\,a$. At $p=b$ and $a/b=100$, $1000$, $10^4$, direct quadrature gives $\tau/b=-1.837$, $-3.011$, $-4.166$; formula \eqref{cap} gives $-1.864$, $-3.015$, $-4.167$.

\section{A control without exponential decay}

For $u=q^2/r^2$ the closest approach satisfies $R^2=p^2+q^2$, and
\begin{equation}
\tau(L)=\sqrt{L^2-p^2}-\sqrt{L^2-p^2-q^2}\simeq\frac{q^2}{2L}\to0 .
\end{equation}
The early-turning advance is $\sqrt{R^2-p^2}=q$, and the total slowing delay is also $q$. The limit exists although the tail is algebraic, so integrability is the deciding property.

\section{Why the laboratory paths need the time shift}

Let the projectile, of mass $m_1$, arrive along $\hat z$ at offset $p\hat x$. The target, of mass $m_2=Am_1$, starts at rest at the origin. Set $t=0$ at closest approach. Equation \eqref{def} gives $\sqrt{r^2-p^2}=v|t|+\tau$ at large $r$ when $\tau$ exists. The relative position $\mathbf r=\mathbf r_1-\mathbf r_2$ therefore approaches
\begin{align}
\text{before:}\quad &p\hat x+(vt-\tau)\hat z,\\
\text{after:}\quad &p\hat x'+\ell\,\hat n,\qquad \ell=vt+\tau,
\end{align}
where $\hat n=\sin\theta\,\hat x+\cos\theta\,\hat z$ and $\hat x'=\cos\theta\,\hat x-\sin\theta\,\hat z$.

The centre of mass is at $\mathbf r_2+\mathbf r/(1+A)$. Before the collision $\mathbf r_2=0$, which fixes its uniform motion for all time as $[p\hat x+(vt-\tau)\hat z]/(1+A)$. After the collision, using $vt-\tau=\ell-2\tau$, the recoil has
\begin{align}
(1+A)x_2&=p(1-\cos\theta)-\ell\sin\theta,\\
(1+A)z_2&=\ell(1-\cos\theta)+p\sin\theta-2\tau .
\end{align}
Its line crosses the axis $x=0$ at $\ell=pT$, where $T=\tan(\theta/2)=(1-\cos\theta)/\sin\theta$. Since $T(1-\cos\theta)+\sin\theta=2T$, the crossing is at
\begin{equation}
z_2=\frac{2(pT-\tau)}{1+A}.
\label{z2}
\end{equation}
The projectile is at the centre of mass plus $A\mathbf r/(1+A)$. Setting $x_1=p$ again gives $\ell=pT$. With $T\cos\theta-\sin\theta=-T$,
\begin{equation}
z_1=\frac{pT-2\tau-ApT}{1+A}=-\frac{2\tau+(A-1)pT}{1+A}.
\label{z1}
\end{equation}
A code needs $\tau$ to place both outgoing lines, even if it never records time.

For bare Coulomb, replace $\ell$ by $vt-\delta$ with $\delta=(b/2)\ln(vt)+\text{const}$ at late times. The recoil position becomes
\begin{equation}
(1+A)\mathbf r_2\simeq\text{const}+vt(\hat z-\hat n)+\delta\,\hat n .
\end{equation}
The unit vector $(\hat z+\hat n)/|\hat z+\hat n|$ is perpendicular to the final velocity, and its projection on $\hat n$ is $\cos(\theta/2)$. Between times $t$ and $kt$ the recoil drifts sideways by
\begin{equation}
\frac{b}{2}\,\frac{\cos(\theta/2)}{1+A}\ln k .
\label{drift}
\end{equation}
Its direction converges, but its path approaches no straight line. The same holds for the projectile, because $\hat n$ is not parallel to its final velocity, which is along $\hat z+A\hat n$.

\section{Weighing the terms: boron on silicon}

Consider a $10\,$keV boron ion and a silicon atom with $A=2.5413$ and $p=0.010\,$nm. The relative energy is
\begin{equation}
E=10\,\text{keV}\times\frac{2.5413}{3.5413}=7.176\,\text{keV},
\end{equation}
and $b=Z_1Z_2e^2/(4\pi\varepsilon_0E)=0.01405\,$nm for $Z_1Z_2=70$. The ZBL function has $c_i=(0.1818,0.5099,0.2802,0.02817)$, divided here by their sum $1.00007$, and $d_i=(3.2,0.9423,0.4029,0.2016)$. Its length is $a=0.8854\,a_0/(Z_1^{0.23}+Z_2^{0.23})=0.01427\,$nm, with $a_0$ the Bohr radius. At fixed $E$ and $p$ the shifts, in nm, are:

\begin{center}
\begin{tabular}{rrr}
$L$ (nm) & Coulomb & screened\\
$0.1$ & $-0.0118$ & $-0.000012$\\
$1$ & $-0.0287$ & $-0.000068$\\
$10^3$ & $-0.0773$ & $-0.000068$\\
$10^6$ & $-0.1258$ & $-0.000068$
\end{tabular}
\end{center}

For Coulomb, $R=0.01924\,$nm and the early-turning advance is $\sqrt{R^2-p^2}=0.0164\,$nm. By \eqref{split}, the slowing delay is $0.0164+0.0118=0.0282\,$nm out to $0.1\,$nm, and $0.0164+0.1258=0.1422\,$nm out to $1\,$mm. About $80\%$ of the latter accumulates beyond $0.1\,$nm. Each distant decade adds $0.0162\,$nm. Meanwhile, cutting the potential at $10\,$nm changes the Coulomb angle of $70.2^\circ$ by only $4\times10^{-5}$ degrees.

With screening, $R=0.01349\,$nm. The advance is $0.00906\,$nm and the delay $0.00912\,$nm, so $\tau$ is a small remainder of two nearly equal terms. The tail beyond $0.1\,$nm contributes $5.60\times10^{-5}\,$nm, between the bounds $5.54\times10^{-5}$ and $5.65\times10^{-5}\,$nm from \eqref{bound}. This is $0.6\%$ of the delay but most of the remainder. The whole-collision gain is $2\tau/v=-0.0003\,$fs at $v=0.419\,$nm/fs. Equation \eqref{cap} would give $+0.0043\,$nm, with the wrong sign: here $b$, $p$ and $a$ are comparable, outside its regime.

The screened angle is $44.1^\circ$, so $pT=0.00405\,$nm. Equations \eqref{z2} and \eqref{z1} give
\begin{align}
z_2&=\frac{2(0.00405+0.00007)}{3.5413}=0.0023\,\text{nm},\\
z_1&=-\frac{-0.00014+1.5413\times0.00405}{3.5413}=-0.0017\,\text{nm}.
\end{align}
Integrating Newton's equations for both atoms gives the same crossings as the unrounded formulas to within $10^{-6}\,$nm. For bare Coulomb, $pT=b/2$; cutting at $1\,$mm puts $z_2$ at $2(0.0070+0.1258)/3.5413=0.075\,$nm, and the value keeps growing with $L$. Between $vt=10^2$ and $10^4\,$nm the integrated Coulomb recoil drifts sideways by $0.00748\,$nm, against $0.00747\,$nm from \eqref{drift}.

\section{The real implant}

The energy is in the range of shallow boron implants, but this impact parameter is unusually small. If one collision is assigned to each area $N^{-2/3}$, with $N=8/(0.543\,\text{nm})^3$ for silicon, the fraction with $p<0.01\,$nm is $\pi p^2N^{2/3}\approx0.4\%$. In this collision the choice of potential changes $\tau$ by several times its own size: the Moli\`ere function with the Firsov length gives $\tau=-0.0005\,$nm and again $44.1^\circ$. That match of angles is accidental: Moli\`ere with the Lindhard length, Kr--C and Lenz--Jensen screening give angles from $43^\circ$ to $46^\circ$ and $\tau$ from $-0.0007$ to $+0.0001\,$nm. The ZBL value is thus best read as a shift near zero, of uncertain sign, on the scale of several $10^{-4}\,$nm. A Debye estimate at $300\,$K, with a rough Debye temperature of $540\,$K, gives an rms thermal displacement of $0.0076\,$nm per axis. Shifting $p$ down or up by that amount changes $\tau$ to $-0.0016$ or $+0.0006\,$nm and the angle to $126^\circ$ or $21^\circ$. For a nominal $p$ this small, thermal motion therefore affects the angle far more than the choice of potential does, and it also moves $\tau$ more, by $-0.0015$ and $+0.0007\,$nm, though by a smaller margin.

Electronic loss is a small part of the energy balance. The Lindhard--Scharff estimate, an average over impact parameters, is $15\,$eV over one bond length of $0.235\,$nm, or $0.15\%$ of the ion energy. A close collision loses more: the Oen--Robinson estimate for this one is about $70\,$eV, still below $1\%$. At one bond length the ZBL potential is $0.6\,$eV, and the delay it still has to add is only $2\times10^{-6}\,$nm. ZBL omits chemical bonding, however: an isolated boron--silicon pair is bound by $2$ to $3\,$eV at that distance. An attraction of $3\,$eV acting over roughly $0.1\,$nm beyond that distance would shift $\tau$ by about $3\,\text{eV}\times0.1\,\text{nm}/(2E)\approx2\times10^{-5}\,$nm. This exceeds the ZBL remainder but is small beside the spread between potentials found above, so on that scale the outgoing lines are already established. The bonding well also extends inside one bond length; counting the whole departure from ZBL between $0.1$ and $0.34\,$nm raises the shift to about $5\times10^{-5}\,$nm, the same order as the ZBL $\tau$ itself. The reduced de Broglie wavelength, $2\times10^{-5}\,$nm, is about 500 times smaller than $p$. Residual charge is different in kind: if both particles carried an unscreened unit charge throughout, $\tau$ would lose $2.3\times10^{-4}\,$nm per decade of $L$. That is small per decade but has no limit. For an isolated pair, convergence therefore requires the net long-range Coulomb term to vanish; strong screening of the inner charge alone is not enough. In the solid the electrons screen a residual charge and the next atom intervenes within a few tenths of a nanometre, so the logarithm has little range in which to grow.

\section*{Computed results}
\begin{verbatim}
ion energy 10.0 keV, relative energy 7.176 keV
masses B 11.009 u, Si 27.977 u, ratio A = 2.5413
ion speed v = 0.4187 nm/fs
impact parameter p = 0.0100 nm
Coulomb length b = 0.01405 nm
ZBL screening length a = 0.01427 nm
sum of raw ZBL coefficients = 1.00007
closest approach: Coulomb 0.01924 nm, screened 0.01349 nm
L =       0.1 nm: tau Coulomb -0.01176 nm, screened -0.0000115 nm
L =       1.0 nm: tau Coulomb -0.02870 nm, screened -0.0000675 nm
L =      10.0 nm: tau Coulomb -0.04494 nm, screened -0.0000675 nm
L =    1000.0 nm: tau Coulomb -0.07729 nm, screened -0.0000675 nm
L = 1000000.0 nm: tau Coulomb -0.12581 nm, screened -0.0000675 nm
Coulomb loss per decade (b/2)ln10 = 0.01617 nm
screened limit tau = -0.0000675 nm
whole-collision time gain 2 tau/v = -0.00032 fs
angle theta: Coulomb 70.161 deg, screened 44.109 deg
Coulomb angle change from cut at 10 nm = 4.03e-05 deg
recoil energy, screened = 1142.9 eV
projectile crossing z1: formula -0.001725, trajectory -0.001725 nm
recoil crossing z2: formula +0.002326, trajectory +0.002326 nm
Coulomb recoil sideways drift, time x100: trajectory 0.007475 nm, formula 0.007474 nm
screened tail beyond 0.1000 nm: 5.6000e-05 nm, bounds 5.5406e-05 to 5.6539e-05 nm
screened tail beyond 0.2351 nm: 2.0685e-06 nm, bounds 2.0644e-06 to 2.0703e-06 nm
effective cutoff L_eff/a = 0.6322, L_eff = 0.00902 nm
capped-log estimate at b near a: +0.00429 nm
p = b, a/b = 100: tau/b = -1.83692, capped log -1.86410
p = b, a/b = 1000: tau/b = -3.01055, capped log -3.01539
p = b, a/b = 10000: tau/b = -4.16599, capped log -4.16668
inverse-square control, c = 0.01 nm: tau(0.1 nm) = 5.038e-04 nm, tau(100 nm) = 5.000e-07 nm
Moliere-Firsov potential: tau = -0.000474 nm, theta = 44.060 deg
rough inputs: lattice 0.543 nm, Debye 540 K, at 300 K
thermal rms displacement per axis = 0.00763 nm
p = 0.00237 nm: tau = -0.001602 nm, theta = 126.07 deg
p = 0.01763 nm: tau = +0.000616 nm, theta = 21.33 deg
electronic loss over one bond (0.2351 nm) = 15.3 eV, 0.15 % of ion energy
B-Si potential at one bond length = 0.593 eV
unit charges left unscreened: loss per decade = 2.31e-04 nm
reduced de Broglie wavelength = 1.92e-05 nm
\end{verbatim}
